**Leakage energy against charging energy of a pulsed tunnel barrier**

The leakage energy V²t/R of a barrier equals the charging energy CV² when its resistance-area product is RA* = t d/(ε0 εr). Here t is the pulse length, d the barrier thickness, εr its effective relative permittivity, V the pulse voltage, C the capacitance and R the resistance. For 0.5 ns, 1.5 nm and εr = 10 the output gives 8.471 kΩ µm². The program integrates the circuit equation with a lead resistance, searches for the RA at which lead heat equals barrier heat, and asserts that the value extrapolated to zero lead resistance agrees with the formula for two pairs of diameter and voltage. It also asserts that, without leakage, half of CV² becomes lead heat during charging and the rest during discharge. Further assertions compare the electrode-screening formula with a numerical Poisson solution, and the tunnelling integral at low bias with its closed form. The output also sizes fringe fields, bias dependence, temperature, shot noise and line capacitance for a 50 nm junction at 1 V.

## Numerical verification

```python
"""Leakage energy against charging energy of a voltage-pulsed tunnel barrier.

Result under test: V^2 t / R equals C V^2 when the resistance-area product is
    RA* = t d / (eps0 eps_r),
with t the pulse length, d the barrier thickness, eps_r its relative
permittivity, V the pulse voltage, C the capacitance and R the resistance.
Circuit units: V, kOhm, fF, ps, fJ, mA, fC; areas in um^2, RA in kOhm um^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

thickness_nm = 1.5
eps_r = 10.0
pulse_ps = 500.0
voltage = 1.0
diameter_nm = 50.0
lead_kohm = 1.0
mass_ratio = 0.4            # rough effective mass in the barrier
screening_nm = 0.05         # rough Thomas-Fermi length of a metal
breakdown_mv_cm = 10.0      # rough short-pulse limit
line_ff = 10.0              # round value for a driven line
temperature = 300.0


def disc_area(diameter):
    return np.pi * (diameter * 1e-3)**2 / 4


# 1 F/m^2 = 1000 fF/um^2
cap_density = 1e3 * sc.epsilon_0 * eps_r / (thickness_nm * 1e-9)
area = disc_area(diameter_nm)
cap = cap_density * area
# 1 Ohm m^2 = 1e9 kOhm um^2
ra_star = (1e9 * pulse_ps * 1e-12 * thickness_nm * 1e-9
           / (sc.epsilon_0 * eps_r))
resistance = ra_star / area
charge_energy = cap * voltage**2
leak_energy = voltage**2 * pulse_ps / resistance
assert abs(ra_star - 8.5) < 0.05


def circuit(conductance, capacitance, lead, volts):
    """Energies after the pulse and after the discharge that follows it.

    Columns: barrier voltage, supply energy, lead heat, barrier heat.
    """
    def rates(_, y, drive):
        current = (drive - y[0]) / lead
        return [(current - conductance * y[0]) / capacitance,
                drive * current, lead * current**2, conductance * y[0]**2]
    options = dict(method="LSODA", rtol=1e-10, atol=1e-13)
    on = solve_ivp(rates, (0, pulse_ps), [0, 0, 0, 0],
                   args=(volts,), **options)
    assert on.success
    off = solve_ivp(rates, (0, 40 * lead * capacitance), on.y[:, -1],
                    args=(0.0,), **options)
    assert off.success
    return on.y[:, -1], off.y[:, -1]


# Charging without leakage: the two halves, for two lead resistances.
for lead in (lead_kohm, 5 * lead_kohm):
    after_pulse, after_all = circuit(0.0, cap, lead, voltage)
    assert abs(after_pulse[1] / charge_energy - 1) < 1e-6
    assert abs(after_pulse[2] / charge_energy - 0.5) < 1e-6
    assert abs(after_all[2] / charge_energy - 1) < 1e-6


def circuit_crossover(diameter, volts, lead):
    """RA at which barrier heat equals lead heat in the full circuit."""
    a = disc_area(diameter)

    def excess(ra):
        _, final = circuit(a / ra, cap_density * a, lead, volts)
        return final[3] / final[2] - 1
    return brentq(excess, 5.0, 12.0, xtol=1e-8)


# Linear extrapolation to zero lead resistance leaves a second-order error.
extrapolated = []
for diam, volts in ((diameter_nm, voltage), (80.0, 0.7)):
    one = circuit_crossover(diam, volts, lead_kohm)
    two = circuit_crossover(diam, volts, 2 * lead_kohm)
    extrapolated.append(2 * one - two)
    assert abs(extrapolated[-1] / ra_star - 1) < 5e-5
    if diam == diameter_nm:
        ra_with_lead = one
_, full = circuit(1 / resistance, cap, lead_kohm, voltage)
assert abs(full[1] - full[2] - full[3]) < 1e-6 * full[1]


def disc_ratio(gap_over_radius, nodes):
    """Capacitance of two thin discs over the uniform-field value."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    g = gap_over_radius
    kernel = g / (g**2 + (x[:, None] - x[None, :])**2) / np.pi
    density = np.linalg.solve(np.eye(nodes) - kernel * w, np.ones(nodes))
    return 2 * g * (w @ density) / np.pi


gap_ratio = thickness_nm / (diameter_nm / 2)
fringe = disc_ratio(gap_ratio, 400)
fringe_shift = abs(disc_ratio(gap_ratio, 800) - fringe)
wide_fringe = disc_ratio(gap_ratio / 4, 800)
assert fringe_shift < 1e-5
assert 0 < wide_fringe - 1 < 0.4 * (fringe - 1)

# Electrode screening: series formula against a finite-volume Poisson solution.
screen_factor = 1 / (1 + 2 * eps_r * screening_nm / thickness_nm)


def screened_factor(step):
    metal = round(1.0 / step)
    barrier = round(thickness_nm / step)
    n = 2 * metal + barrier
    eps = np.ones(n)
    eps[metal:metal + barrier] = eps_r
    face = 2 / (step * (1 / eps[:-1] + 1 / eps[1:]))
    diagonal = np.zeros(n)
    diagonal[:-1] += face
    diagonal[1:] += face
    source = np.zeros(n)
    diagonal[:metal] += step / screening_nm**2
    diagonal[-metal:] += step / screening_nm**2
    source[:metal] += step / screening_nm**2
    diagonal[0] += 2 / step
    diagonal[-1] += 2 / step
    source[0] += 2 / step
    matrix = np.diag(diagonal) - np.diag(face, 1) - np.diag(face, -1)
    potential = np.linalg.solve(matrix, source)
    mid = n // 2
    displacement = face[mid] * (potential[mid] - potential[mid + 1])
    return displacement * thickness_nm / eps_r


poisson_factor = screened_factor(0.0025)
assert abs(poisson_factor / screen_factor - 1) < 1e-3

# Semiclassical tunnelling through a tilted barrier; energies in eV.
k2_per_ev = 2 * mass_ratio * sc.m_e * sc.e / sc.hbar**2 * 1e-18
quantum = 2 * sc.e**2 / sc.h


def tunnel_ra(height, bias, width=thickness_nm, kt=0.0, nodes=80):
    """RA in kOhm um^2, integrated over energy and transverse wavevector."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    low, high = -bias - 20 * kt, 20 * kt
    energy = (low + high) / 2 + (high - low) / 2 * x
    weight = (high - low) / 2 * w
    if kt > 0:
        weight = weight * (expit(-energy / kt) - expit(-(energy + bias) / kt))
    q2 = 40 * (x + 1)
    depth = (x + 1) / 2
    decay2 = (k2_per_ev * (height - bias * depth[None, None, :]
                           - energy[:, None, None]) + q2[None, :, None])
    action = 2 * width * (np.sqrt(np.maximum(decay2, 0)) @ (w / 2))
    flux = weight @ np.exp(-action) @ (40 * w) / (4 * np.pi)
    return bias / (quantum * flux * 1e6) * 1e-3


height = brentq(lambda p: np.log(tunnel_ra(p, voltage) / ra_star), 1.1, 4.0)
ra_low = tunnel_ra(height, 0.01)
kappa = np.sqrt(k2_per_ev * height)
zero_bias_flux = ((kappa / (2 * thickness_nm) + 1 / (4 * thickness_nm**2))
                  * np.exp(-2 * kappa * thickness_nm) / (2 * np.pi))
assert abs(ra_low * quantum * zero_bias_flux * 1e9 - 1) < 1e-3
tunnel_shift = abs(tunnel_ra(height, voltage, nodes=110) / ra_star - 1)
assert tunnel_shift < 1e-5
kt_ev = sc.k * temperature / sc.e
ra_warm = tunnel_ra(height, voltage, kt=kt_ev)
ra_thick = tunnel_ra(height, voltage, width=thickness_nm + 0.1)
assert ra_low > ra_star > ra_warm and ra_thick > ra_star

field = voltage / thickness_nm * 10          # 1 V/nm = 10 MV/cm
stored_charge = cap * voltage
leaked_charge = voltage / resistance * pulse_ps
electrons = leaked_charge * 1e-15 / sc.e

print(f"barrier thickness: {thickness_nm:.1f} nm")
print(f"relative permittivity: {eps_r:.0f}")
print(f"pulse length: {pulse_ps / 1000:.1f} ns")
print(f"pulse voltage: {voltage:.1f} V")
print(f"junction diameter: {diameter_nm:.0f} nm")
print(f"junction area: {area:.4e} um^2")
print(f"vacuum permittivity: {sc.epsilon_0:.4e} F/m")
print(f"capacitance per area: {cap_density:.2f} fF/um^2")
print(f"capacitance: {cap:.4f} fF")
print(f"crossover RA: {ra_star:.3f} kOhm um^2")
print(f"crossover RA in SI: {ra_star * 1e-9:.3e} Ohm m^2")
print(f"crossover RA against stored CV^2/2: {2 * ra_star:.2f} kOhm um^2")
print(f"resistance at crossover: {resistance / 1000:.3f} MOhm")
print(f"leakage current: {voltage / resistance * 1000:.4f} uA")
print(f"charging energy CV^2: {charge_energy:.4f} fJ")
print(f"leakage energy: {leak_energy:.4f} fJ")
print(f"stored charge: {stored_charge:.4f} fC")
print(f"leaked charge: {leaked_charge:.4f} fC")
print("leakage energy at other RA values:")
for ra in (0.01, 0.1, 1.0, 10.0, 100.0):
    leak = voltage**2 * pulse_ps * area / ra
    print(f"  RA {ra:g} kOhm um^2: {leak:.4g} fJ, "
          f"{leak / charge_energy:.4g} times CV^2")
print(f"circuit crossover, 50 nm, 1.0 V: {extrapolated[0]:.4f} kOhm um^2")
print(f"circuit crossover, 80 nm, 0.7 V: {extrapolated[1]:.4f} kOhm um^2")
print(f"lead resistance: {lead_kohm:.0f} kOhm")
print(f"lead charging time: {lead_kohm * cap:.4f} ps")
print(f"circuit supply energy: {full[1]:.5f} fJ")
print(f"circuit lead heat: {full[2]:.5f} fJ")
print(f"circuit barrier heat: {full[3]:.5f} fJ")
print(f"crossover shift by lead: {100 * (ra_with_lead / ra_star - 1):.3f} %")
print(f"fringe increase of C: {100 * (fringe - 1):.1f} %")
print(f"fringe shift, 400 to 800 nodes: {fringe_shift:.1e}")
print(f"fringe increase, 4x diameter: {100 * (wide_fringe - 1):.1f} %")
print(f"crossover RA with fringe: {ra_star / fringe:.2f} kOhm um^2")
print(f"screening length, rough: {screening_nm:.2f} nm")
print(f"screening factor on C, formula: {screen_factor:.4f}")
print(f"screening factor on C, Poisson: {poisson_factor:.4f}")
print(f"crossover RA with screening: {ra_star / screen_factor:.1f} kOhm um^2")
print(f"effective mass, rough: {mass_ratio:.1f} electron masses")
print(f"adjusted barrier height: {height:.2f} eV")
print(f"tunnelling quadrature shift, 80 to 110 nodes: {tunnel_shift:.1e}")
print(f"model RA at 0.01 V: {ra_low:.1f} kOhm um^2")
print(f"low-bias RA over pulse RA: {ra_low / ra_star:.2f}")
print(f"RA change, 0 K to 300 K: {100 * (ra_warm / ra_star - 1):.1f} %")
print(f"RA factor for 0.1 nm more barrier: {ra_thick / ra_star:.2f}")
print(f"crossover factor for 0.1 nm more: {1 + 0.1 / thickness_nm:.3f}")
print(f"field in barrier: {field:.2f} MV/cm")
print(f"breakdown field, rough: {breakdown_mv_cm:.0f} MV/cm")
print(f"field over breakdown field: {field / breakdown_mv_cm:.2f}")
print(f"electrons leaked per pulse: {electrons:.0f}")
print(f"shot-noise scatter: {100 / np.sqrt(electrons):.1f} %")
print(f"line capacitance, round value: {line_ff:.0f} fF")
print(f"line charging energy: {line_ff * voltage**2:.1f} fJ")
print(f"line energy over barrier CV^2: {line_ff / cap:.0f}")
print("every check passed")
```

It prints:

```
barrier thickness: 1.5 nm
relative permittivity: 10
pulse length: 0.5 ns
pulse voltage: 1.0 V
junction diameter: 50 nm
junction area: 1.9635e-03 um^2
vacuum permittivity: 8.8542e-12 F/m
capacitance per area: 59.03 fF/um^2
capacitance: 0.1159 fF
crossover RA: 8.471 kOhm um^2
crossover RA in SI: 8.471e-09 Ohm m^2
crossover RA against stored CV^2/2: 16.94 kOhm um^2
resistance at crossover: 4.314 MOhm
leakage current: 0.2318 uA
charging energy CV^2: 0.1159 fJ
leakage energy: 0.1159 fJ
stored charge: 0.1159 fC
leaked charge: 0.1159 fC
leakage energy at other RA values:
  RA 0.01 kOhm um^2: 98.17 fJ, 847.1 times CV^2
  RA 0.1 kOhm um^2: 9.817 fJ, 84.71 times CV^2
  RA 1 kOhm um^2: 0.9817 fJ, 8.471 times CV^2
  RA 10 kOhm um^2: 0.09817 fJ, 0.8471 times CV^2
  RA 100 kOhm um^2: 0.009817 fJ, 0.08471 times CV^2
circuit crossover, 50 nm, 1.0 V: 8.4706 kOhm um^2
circuit crossover, 80 nm, 0.7 V: 8.4706 kOhm um^2
lead resistance: 1 kOhm
lead charging time: 0.1159 ps
circuit supply energy: 0.23172 fJ
circuit lead heat: 0.11590 fJ
circuit barrier heat: 0.11582 fJ
crossover shift by lead: -0.070 %
fringe increase of C: 11.3 %
fringe shift, 400 to 800 nodes: 3.4e-13
fringe increase, 4x diameter: 3.4 %
crossover RA with fringe: 7.61 kOhm um^2
screening length, rough: 0.05 nm
screening factor on C, formula: 0.6000
screening factor on C, Poisson: 0.5999
crossover RA with screening: 14.1 kOhm um^2
effective mass, rough: 0.4 electron masses
adjusted barrier height: 1.66 eV
tunnelling quadrature shift, 80 to 110 nodes: 2.4e-14
model RA at 0.01 V: 15.1 kOhm um^2
low-bias RA over pulse RA: 1.78
RA change, 0 K to 300 K: -1.8 %
RA factor for 0.1 nm more barrier: 2.30
crossover factor for 0.1 nm more: 1.067
field in barrier: 6.67 MV/cm
breakdown field, rough: 10 MV/cm
field over breakdown field: 0.67
electrons leaked per pulse: 723
shot-noise scatter: 3.7 %
line capacitance, round value: 10 fF
line charging energy: 10.0 fJ
line energy over barrier CV^2: 86
every check passed
```
